# Localized Mode of a Light Atom in a Monatomic Harmonic Chain

## 1. The localized mode and its frequency

Consider a long row of equal atoms of mass \(M\), joined by equal springs of stiffness \(K\). Replace one atom, at site \(n=0\), by an atom of mass \(\tfrac25M\), and leave the springs as they are. Give the atoms displacements that alternate in sign and shrink by a factor of four from each site to the next:

\[
u_0=1,\qquad u_{\pm1}=-\tfrac14,\qquad u_{\pm2}=\tfrac1{16},\qquad u_{\pm3}=-\tfrac1{64},\ \dots \tag{1}
\]

The unit of length is arbitrary, because the springs are linear. The pattern is a normal mode if the force on every atom equals \(-\omega^2\) times its mass times its displacement, with one common \(\omega\). The force on the light atom is

\[
K(u_1+u_{-1}-2u_0)=K\left(-\tfrac14-\tfrac14-2\right)=-\tfrac52K .
\]

This must equal \(-\tfrac25M\omega^2\), so \(\omega^2=\tfrac{25}{4}K/M\). The force on its right-hand neighbour is

\[
K(u_0+u_2-2u_1)=K\left(1+\tfrac1{16}+\tfrac12\right)=\tfrac{25}{16}K .
\]

This must equal \(-M\omega^2u_1=\tfrac14M\omega^2\), which again gives \(\omega^2=\tfrac{25}{4}K/M\). At site 2 all three displacements in the force are \(-\tfrac14\) times those at site 1, so the same frequency serves there, and so on along the row. The left side is the mirror image. The pattern is therefore a mode.

The highest frequency that a wave can have in the unaltered row is \(2\sqrt{K/M}\), as shown below. The new mode has \(\omega=\tfrac52\sqrt{K/M}\), which is \(\tfrac54\) of that. No wave in the row can carry this frequency away, and the motion stays near the light atom. What remains is to find the mode for any reduction of mass, and to show that there is no other.

**The model.** The chain is infinite and each atom has one displacement \(u_n\), which may be thought of as lying along the chain. The potential energy is \(\tfrac12K\sum_n(u_{n+1}-u_n)^2\). The defect atom has mass

\[
M'=(1-e)M,\qquad 0<e<1, \tag{2}
\]

so that \(e\) is the missing fraction of the mass. Motion is harmonic in time with angular frequency \(\omega\). Newton's law at site \(n\) is then

\[
m_n\omega^2u_n=K(2u_n-u_{n+1}-u_{n-1}),\qquad m_0=M',\quad m_{n\neq0}=M. \tag{3}
\]

A localized mode is a nonzero solution for which \(\sum_nm_nu_n^2\) is finite. This requires \(u_n\to0\) in both directions.

**The band of the perfect chain.** With all masses equal, insert \(u_n=\mathrm{e}^{\mathrm{i}qn}\) into Eq. (3), where \(q\) is the phase advance per site. The neighbours contribute \(\mathrm{e}^{\mathrm{i}q}+\mathrm{e}^{-\mathrm{i}q}=2\cos q\), and

\[
M\omega^2=2K(1-\cos q)=4K\sin^2\frac q2 . \tag{4}
\]

The frequencies fill the band from zero to

\[
\omega_m=2\sqrt{\frac KM}, \tag{5}
\]

which is reached at \(q=\pi\), where neighbours move in opposite directions. It is convenient to measure squared frequencies by

\[
s=\frac{\omega^2}{\omega_m^2}=\frac{M\omega^2}{4K}. \tag{6}
\]

**Where a localized mode can lie.** Multiply Eq. (3) by \(u_n\) and sum over all sites. On the right, the sums of \(u_nu_{n+1}\) and \(u_nu_{n-1}\) are equal after relabelling, so

\[
\omega^2\sum_nm_nu_n^2=K\sum_n\left(2u_n^2-2u_nu_{n+1}\right)=K\sum_n(u_{n+1}-u_n)^2 . \tag{7}
\]

The last step uses \(\sum u_{n+1}^2=\sum u_n^2\). Hence \(\omega^2\) cannot be negative. If it is zero, all displacements are equal, and such a pattern does not decay.

For positive \(\omega^2\), look at the sites to the right of the defect. There Eq. (3) has constant coefficients, and \(u_n\propto z^n\) solves it if

\[
z+\frac1z=2-\frac{M\omega^2}K=2-4s . \tag{8}
\]

The product of the two roots is 1. If \(0<s<1\), the right side lies between \(-2\) and \(2\), and the roots are \(\mathrm{e}^{\pm\mathrm{i}q}\) with real \(q\). A combination of these two waves repeats its size indefinitely and cannot decay unless both coefficients vanish. At \(s=1\) both roots are \(-1\), the general solution is \((\alpha+\beta n)(-1)^n\), and it does not decay either. The same holds on the left. A localized mode must therefore have \(s>1\).

**The decaying pattern.** For \(s>1\) the right side of Eq. (8) is below \(-2\). Both roots are then real and negative. Call them \(-\lambda\) and \(-1/\lambda\), with \(0<\lambda<1\). Equation (8) becomes

\[
\frac{M\omega^2}K=2+\lambda+\frac1\lambda=\frac{\lambda^2+2\lambda+1}\lambda=\frac{(1+\lambda)^2}\lambda . \tag{9}
\]

For \(n\ge0\) the general solution is \(\alpha(-\lambda)^n+\beta(-1/\lambda)^n\). The second term grows, so \(\beta=0\), and setting \(n=0\) gives \(\alpha=u_0\). The same argument on the left leads to

\[
u_n=u_0(-\lambda)^{|n|}. \tag{10}
\]

If \(u_0\) were zero, every displacement would vanish. A localized mode that is odd about the defect is thus impossible, since an odd pattern has \(u_0=0\).

**The defect's own equation.** So far the mass of the defect has not been used. At \(n=0\), Eq. (10) gives \(u_{\pm1}=-\lambda u_0\), and Eq. (3) reads

\[
(1-e)M\omega^2=2K(1+\lambda). \tag{11}
\]

Substitute \(M\omega^2\) from Eq. (9) and divide by \(K(1+\lambda)\), which is positive:

\[
(1-e)\frac{1+\lambda}\lambda=2
\quad\Longrightarrow\quad
1-e=\lambda\left[2-(1-e)\right]=\lambda(1+e).
\]

The equation is linear in \(\lambda\) and has the single root

\[
\lambda=\frac{1-e}{1+e}. \tag{12}
\]

For \(0<e<1\) this lies between 0 and 1, as decay requires. To obtain the frequency, note that \(1+\lambda=2/(1+e)\). Equation (9) then gives

\[
\omega_L^2=\frac KM\,\frac4{(1+e)^2}\,\frac{1+e}{1-e}
=\frac{4K}M\,\frac1{(1+e)(1-e)},
\]

and with Eq. (5)

\[
\boxed{\ \omega_L=\frac{\omega_m}{\sqrt{1-e^2}}\ } \tag{13}
\]

The root covers the whole of \(1-e^2\). There is one localized mode for each \(e\) between 0 and 1, and no other. The opening case has \(e=\tfrac35\), hence \(\lambda=\tfrac14\) and \(\omega_L/\omega_m=1/\sqrt{16/25}=\tfrac54\).

Direct diagonalization of a closed ring of 400 atoms tests the result. For \(e=0.1\), \(0.3\), \(0.5\) and \(0.8\) it finds one mode above the band in each case, at \(\omega/\omega_m=1.005038\), \(1.048285\), \(1.154701\) and \(1.666667\). Equation (13) gives the same digits.

**Why the mode lies above the band.** Write Eq. (11) as

\[
M'\omega_L^2=2K(1+\lambda)=\frac{4K}{1+e}. \tag{14}
\]

The right side is the effective stiffness that holds the defect atom. Two springs with fixed far ends would supply \(2K\). The neighbours, however, move against the defect, stretch the springs further, and raise the stiffness by the factor \(1+\lambda\). As \(e\) grows the neighbours follow less, and the stiffness falls from \(4K\) towards \(2K\). The mass falls faster, from \(M\) towards zero, and the frequency rises.

When the defect is very light, \(\lambda\to0\) and

\[
\omega_L^2\to\frac{2K}{M'}\qquad(e\to1). \tag{15}
\]

The heavy neighbours hardly respond, and the atom rattles between nearly fixed walls. At \(e=0.99\) the localized mode of the ring is higher than this limit by 0.25%. Equation (14) accounts for the difference: the ratio of the frequencies is \(\sqrt{2/(1+e)}=\sqrt{2/1.99}\approx1.0025\).

When the mass is only slightly reduced, the expansion of Eq. (13) gives

\[
\frac{\omega_L}{\omega_m}\approx1+\frac{e^2}2\qquad(e\ll1). \tag{16}
\]

The amplitude falls as \(\lambda^{|n|}=\mathrm{e}^{-|n|a/\ell}\), where \(a\) is the spacing of the atoms and

\[
\ell=\frac a{\ln(1/\lambda)}=\frac a{\ln\frac{1+e}{1-e}}\approx\frac a{2e}\qquad(e\ll1). \tag{17}
\]

A weak defect thus binds a wide mode. The shift is of second order in \(e\) for this reason: the defect removes a fraction \(e\) of one atom's mass, and that atom carries a share of the motion which is itself proportional to \(e\). Section 2 makes this statement quantitative.

**A heavy atom.** Equation (13) is unchanged when \(e\) changes sign, yet a heavier atom binds nothing. The derivation up to Eq. (11) holds for negative \(e\) as well, and it demands a root \(\lambda\) between 0 and 1. For \(-1<e<0\), Eq. (12) gives \(\lambda>1\), a pattern that grows away from the defect. For \(e=-1\) the linear equation has no solution, and for \(e<-1\) its root is negative. The condition \(e>0\) is therefore part of the result. It was lost from sight in Eq. (13) because the frequency depends on \(\lambda+1/\lambda\), which cannot tell a decaying pattern from a growing one.

**Where the mode comes from.** Replacing an atom does not change the number of modes, so the localized mode must be taken from the band. To see how, consider waves inside the band. Those that are odd about the defect have \(u_0=0\) and do not notice its mass. The even ones can be written as

\[
u_n=\cos(q|n|-\delta), \tag{18}
\]

which solves Eq. (3) away from the defect with \(M\omega^2=2K(1-\cos q)\). At \(n=0\) it must satisfy \((1-e)M\omega^2u_0=2K(u_0-u_1)\). Here \(u_0=\cos\delta\) and \(u_1=\cos q\cos\delta+\sin q\sin\delta\). Division by \(2K\cos\delta\) gives

\[
(1-e)(1-\cos q)=1-\cos q-\sin q\tan\delta .
\]

The terms without \(e\) and \(\delta\) cancel. With \((1-\cos q)/\sin q=\tan(q/2)\),

\[
\tan\delta=e\tan\frac q2 . \tag{19}
\]

For a light atom the phase \(\delta\) grows from 0 at \(q=0\) to \(\pi/2\) at \(q=\pi\).

Now close the chain into a ring with an even number \(N\) of atoms. An even pattern must also be symmetric about the opposite site \(n=N/2\), so the cosine has an extremum there:

\[
\frac{qN}2-\delta(q)=j\pi,\qquad j=0,1,2,\dots \tag{20}
\]

In the perfect ring \(\delta=0\), and \(j\) runs up to \(N/2\), where \(q=\pi\). With a light atom the left side reaches no more than \(\pi N/2-\pi/2\) at \(q=\pi\), provided that it rises steadily with \(q\), as it does for \(N>1/e\), since the slope of \(\delta\) is at most \(1/(2e)\). The value \(j=N/2\) is then out of reach. One even wave, the one at the top, has left the band and become the localized mode.

With a heavy atom \(\delta\) is negative, and the solution with \(j=N/2\) remains inside the band, a little below its top. If \(N|e|\gg1\), the phase of this solution is close to \(-\pi/2\), and Eq. (20) gives \(q\approx\pi-\pi/N\). For \(N=400\) the highest frequency should therefore be \(\omega_m\sin(q/2)\approx\omega_m\cos(\pi/800)\approx0.999992\,\omega_m\). Diagonalization of the ring with \(e=-0.5\) gives \(0.999992\,\omega_m\).

## 2. Energy, a worked example, and what the chain leaves out

The symbols are those of the first half. Host atoms have mass \(M\), the defect at \(n=0\) has mass \(M'=(1-e)M\), all springs are \(K\), and \(s=\omega^2/\omega_m^2\) with \(\omega_m=2\sqrt{K/M}\). For \(0<e<1\) the localized mode has \(\omega_L=\omega_m/\sqrt{1-e^2}\) and \(u_n=u_0(-\lambda)^{|n|}\), with \(\lambda=(1-e)/(1+e)\).

**The missing mass as a source.** A second derivation shows what depends on the dimension of the lattice. Move the missing mass in Eq. (3) to the other side:

\[
M\omega^2u_n-K(2u_n-u_{n+1}-u_{n-1})=eM\omega^2u_0\,\delta_{n0}. \tag{21}
\]

The left side now describes a perfect chain. Define \(U(q)=\sum_nu_n\mathrm{e}^{-\mathrm{i}qn}\), multiply Eq. (21) by \(\mathrm{e}^{-\mathrm{i}qn}\) and sum. By Eq. (4) the springs give \(M\omega_m^2\sin^2(q/2)\,U(q)\). After division by \(M\omega_m^2\),

\[
U(q)=\frac{e\,s\,u_0}{s-\sin^2(q/2)} .
\]

The average of \(U(q)\) over \(q\), written \(\langle\dots\rangle\), is \(u_0\). With \(u_0\neq0\) the condition for a mode is

\[
1=e\left\langle\frac s{s-\sin^2(q/2)}\right\rangle . \tag{22}
\]

To find the average, set \(b=2s-1=\tfrac12(\lambda+1/\lambda)\), as Eq. (8) allows; then \(s-\sin^2(q/2)=\tfrac12(b+\cos q)\). Summing two geometric series with \(\zeta=-\lambda\mathrm{e}^{\mathrm{i}q}\) gives

\[
1+2\sum_{n\ge1}(-\lambda)^n\cos nq=\frac{1-|\zeta|^2}{|1-\zeta|^2}
=\frac{1-\lambda^2}{1+\lambda^2+2\lambda\cos q}
=\frac{1-\lambda^2}{2\lambda(b+\cos q)} .
\]

The left side averages to 1, so \(\langle1/(b+\cos q)\rangle=2\lambda/(1-\lambda^2)=1/\sqrt{b^2-1}\). Since \(b^2-1=4s(s-1)\),

\[
\left\langle\frac s{s-\sin^2(q/2)}\right\rangle=\frac{2s}{\sqrt{4s(s-1)}}=\sqrt{\frac s{s-1}} . \tag{23}
\]

Equation (22) becomes \(s-1=e^2s\), or \(s=1/(1-e^2)\), as before. The average grows without limit as \(s\to1\), so in the chain any \(e>0\), however small, binds a mode.

**The defect's share of the energy.** All atoms pass through rest together, and their velocities are proportional to \(u_n\). The defect's share \(p\) of the kinetic energy is therefore constant wherever it is defined. The host atoms contribute \(2Mu_0^2(\lambda^2+\lambda^4+\dots)=2Mu_0^2\lambda^2/(1-\lambda^2)\) to \(\sum m_nu_n^2\). From Eq. (12), \(1-\lambda^2=4e/(1+e)^2\), so this is \(Mu_0^2(1-e)^2/(2e)\), and

\[
p=\frac{1-e}{(1-e)+(1-e)^2/(2e)}=\frac{2e}{1+e}. \tag{24}
\]

The share also fixes how the frequency responds to a small change. By Eq. (7), \(\omega^2\) is the quotient

\[
\omega^2=\frac{K\sum_n(u_{n+1}-u_n)^2}{\sum_nm_nu_n^2}. \tag{25}
\]

Its derivative with respect to any \(u_n\) is proportional to the difference of the two sides of Eq. (3), and vanishes for a mode. To first order, then, a change of mass or stiffness acts through the coefficients in Eq. (25) alone, with the pattern held fixed. Changing \(M'\) by \(dM'\) gives

\[
\frac{d\omega}\omega=-\frac p2\,\frac{dM'}{M'} . \tag{26}
\]

With \(dM'/M'=-de/(1-e)\) this is \(d\ln\omega=e\,de/(1-e^2)\), whose integral from \(e=0\) is \(-\tfrac12\ln(1-e^2)\). Equation (13) is recovered, and its quadratic start is explained: the share \(p\approx2e\) must itself build up from zero.

**Titanium in zirconium.** Zirconium is an elemental solid, so its atoms have nearly equal masses, as the chain assumes, and titanium has the same number of valence electrons but about half the mass. Take atomic weights 91.224 and 47.867, a spring \(K=50\) N/m and a spacing \(a=0.32\) nm. The last two are rough values. Then

\[
e=1-\frac{47.867}{91.224}=0.475,\qquad
\lambda=\frac{0.525}{1.475}=0.356 .
\]

Equation (5) gives a band top \(\hbar\omega_m=23.9\) meV, and the mode lies at

\[
\hbar\omega_L=\frac{23.9\ \text{meV}}{\sqrt{1-0.475^2}}=1.137\times23.9\ \text{meV}=27.2\ \text{meV},
\]

or 219 cm\(^{-1}\), which is 3.3 meV above the band. The neighbours move with 36% of the defect's amplitude and the next atoms with 13%. The decay length, Eq. (17), is 0.31 nm, about one spacing. The defect has \(p=0.951/1.475=0.64\) of the kinetic energy.

To find the thermal amplitude, write \(u_n(t)=Q(t)\varphi_n\) with \(\sum m_n\varphi_n^2=1\). Then \(Q\) is an oscillator of unit mass, and \(\varphi_0^2=p/M'\). Half of its mean energy \(\tfrac12\hbar\omega_L\coth(\hbar\omega_L/2k_BT)\) is potential energy \(\tfrac12\omega_L^2\langle Q^2\rangle\), so

\[
\langle u_0^2\rangle=\frac{p\hbar}{2M'\omega_L}\coth\frac{\hbar\omega_L}{2k_BT}. \tag{27}
\]

The root-mean-square value is 3.2 pm at 0 K and 4.6 pm at 300 K, where \(k_BT=25.9\) meV. The latter is 1.4% of the spacing. These values are for the localized mode alone. Band modes also move the defect, and in an infinite chain their part has no finite value, because the contributions of the longest waves add up without limit. In a three-dimensional crystal it is finite.

**Three dimensions.** Take a simple cubic lattice with one scalar displacement per atom, and choose its springs so that the band top stays at 23.9 meV. Its band is \(x=\omega_{\mathbf q}^2/\omega_m^2=\tfrac12(1-c)\), where \(c\) is the mean of \(\cos q_x\), \(\cos q_y\) and \(\cos q_z\). The source argument is unchanged, with \(x\) in place of \(\sin^2(q/2)\):

\[
1=e\left\langle\frac s{s-x}\right\rangle
=2es\int_0^\infty \mathrm{e}^{-(2s-1)t}\left[I_0(t/3)\right]^3dt . \tag{28}
\]

The integral follows from \(1/(s-x)=2/(2s-1+c)=2\int_0^\infty\mathrm{e}^{-(2s-1+c)t}dt\) and the definition \(I_0(y)=\langle\mathrm{e}^{y\cos q}\rangle\), which is even in \(y\).

Near the band top \(1-x\) is quadratic in the distance \(\kappa\) from the corner \((\pi,\pi,\pi)\). In one dimension \(\int d\kappa/\kappa^2\) diverges, but in three \(\int\kappa^2d\kappa/\kappa^2\) does not. The average thus has a finite value at \(s=1\), and it falls as \(s\) rises, because \(s/(s-x)=1+x/(s-x)\). A mode splits off only if \(e\) exceeds the inverse of that value, which is 0.330.

Titanium, with \(e=0.475\), passes this threshold, and Eq. (28) puts the mode at 25.3 meV, which is 1.9 meV or 7% below the chain's value. Diagonalizing a periodic block of \(10\times10\times10\) atoms confirms the root \(s\) to within \(10^{-4}\). The defect's share is 0.69 there, slightly more than in the chain, although the mode lies closer to the band. For \(e=0.2\), below the threshold, the highest mode of the block gives the defect a share of 0.004: it is an extended wave.

**Springs at the defect.** A different atom also has different bonds. In the mode, the spring between sites \(n\) and \(n+1\), with \(n\ge0\), is stretched by \((1+\lambda)\lambda^nu_0\) in magnitude. The two springs at the defect hold the fraction \(1/(1+\lambda^2+\lambda^4+\dots)=1-\lambda^2\) of the potential energy. If both change from \(K\) to \(K'\), Eq. (25) gives to first order

\[
\frac{\Delta\omega}\omega=\frac{1-\lambda^2}2\,\frac{K'-K}K . \tag{29}
\]

With \(\lambda^2=0.127\), a change of 20% shifts the mode by 8.7%. Diagonalization gives 24.8 meV for \(K'=0.8K\) and 29.5 meV for \(K'=1.2K\), shifts of about 9% each.

**Second neighbours.** Add springs \(rK\) between atoms two sites apart. With \(y=\sin^2(q/2)\) the band becomes \(s=y+4ry(1-y)\), whose maximum stays at \(y=1\) for \(0\le r\le\tfrac14\). In the localized mode the added springs at \(n\ge0\) are stretched by \((1-\lambda^2)\lambda^nu_0\), and the one joining sites \(-1\) and \(1\) is not stretched. Summing over both sides, the numerator of Eq. (25) grows by the fraction

\[
r\,\frac{2(1-\lambda^2)^2/(1-\lambda^2)}{2(1+\lambda)^2/(1-\lambda^2)}=r(1-\lambda)^2 . \tag{30}
\]

For \(r=0.1\) the frequency should rise by half of \(0.1\times0.644^2\), or 2.1%. Diagonalization gives 27.8 meV, a rise of 2.3%.

**Anharmonic springs.** For an estimate, hold the neighbours fixed and let both springs be Morse springs, \(D(1-\mathrm{e}^{-\beta x})^2\), with \(D=K/(2\beta^2)\) and a rough \(\beta=15\) nm\(^{-1}\). Since \((1-\mathrm{e}^{-y})^2=y^2-y^3+\tfrac7{12}y^4+\dots\), the cubic terms of the two springs cancel, and

\[
V(x)=Kx^2+\tfrac7{12}K\beta^2x^4+\dots \tag{31}
\]

In the harmonic ground state \(x\) has a Gaussian density of variance \(\sigma^2=\hbar/(2M'\omega_c)\), with \(\omega_c^2=2K/M'\), and \(\langle x^4\rangle=3\sigma^4\). In the first excited state the density carries an extra factor \(x^2/\sigma^2\), and \(\langle x^4\rangle=15\sigma^4\). The first transition therefore rises by \(12\sigma^4\cdot\tfrac7{12}K\beta^2=7K\beta^2\sigma^4\), which is 0.17 meV. Numerical solution with the full potential gives the same to two digits, on a harmonic energy of 23.3 meV. At 300 K the mean rise is 0.39 meV, or 1.7%, when each transition \(n\to n+1\) is weighted by \(n+1\) and by the difference of the two populations. These rises belong to the fixed cage, and their sign is reversed in a chain that is free to expand. A Morse spring whose length oscillates with mean square \(\langle x^2\rangle\) pushes outward on average, until it has lengthened by about \(\tfrac32\beta\langle x^2\rangle\). Its stiffness is then lower by the fraction \(\tfrac92\beta^2\langle x^2\rangle\), and the frequency by half of that. The quartic term raises the mean curvature by the fraction \(\tfrac72\beta^2\langle x^2\rangle\), and the frequency by half of that, which is less than the lengthening takes away. The cubic term also acts directly, in second order, by coupling the localized mode to the band modes. For the present numbers this lowers the frequency by about as much as the quartic term raises it. In a chain that is free to expand the mode therefore moves down, by about 1.7% at 0 K and by 4 to 5%, or roughly 1.2 to 1.3 meV, at 300 K. If the total length of the chain is held fixed, the lengthening is suppressed and the net shift at 300 K is under 1%. The width of the line is left out.

**The real case.** Zirconium's vibrations end at roughly 25 meV, and \(K\) was chosen to place the band top in that region. It stands for the coupling to all neighbours and is not the stiffness of one bond. The real crystal is hexagonal, with two atoms per cell, three directions of motion and forces of longer range. The largest shifts found here come from the springs at the defect, about 2.3 meV for a change of 20%, and from the dimension, 1.9 meV. Both are comparable with the 3.3 meV by which the mode clears the band, and together they can remove it: in the cubic lattice with the springs at the defect weakened to \(0.8K\), no localized mode remains above the band. The value 27.2 meV is thus a property of the chain, not a prediction for the alloy.

The same caution applies when a line above a vibrational band is used to infer a mass. Inverting Eq. (13) gives \(e=\sqrt{1-\omega_m^2/\omega_L^2}\). Applied to the cubic lattice's mode at 25.3 meV, it returns \(e=0.32\) instead of the true 0.475. The inversion requires a lattice that is effectively a chain of equal atoms with nearest-neighbour forces, and springs at the defect that are known to be unchanged. Even then it fails for small \(e\), where the frequency hardly depends on the mass. By Eq. (13), a small relative error \(\epsilon\) in \(\omega_L/\omega_m\) changes the inferred \(e\) by about \(\epsilon(1-e^2)/e\). For larger errors this estimate no longer holds. At \(e=0.1\), a ratio that is 1% too high gives \(e=0.17\), and one that is 1% too low puts the line inside the band, where the inversion has no solution. The numerical output lists the main values used in this section.

## Values computed for the example and the checks

```
Chain test: e, omega_L/omega_m diagonalized, formula
  0.1  1.005038  1.005038
  0.3  1.048285  1.048285
  0.5  1.154701  1.154701
  0.8  1.666667  1.666667
Heavy atom, e=-0.5: highest omega/omega_m = 0.999992
e=0.99: omega_L / fixed-neighbour omega = 1.00251
Host mass (Zr) = 91.224 u
Defect mass (Ti) = 47.867 u
Spring K = 50 N/m (rough)
Spacing a = 0.32 nm (rough)
Mass deficit e = 0.4753
Band top = 23.92 meV = 192.9 cm^-1
omega_L/omega_m = 1.1366
Local mode = 27.18 meV = 219.2 cm^-1
Local mode above band top = 3.27 meV
lam = 0.3557
u_1/u_0 = -0.3557, u_2/u_0 = 0.1265, u_3/u_0 = -0.0450
Amplitude decay length = 0.310 nm
Kinetic-energy share of defect = 0.6443
Temperature = 300 K, kT = 25.85 meV
Defect rms displacement, local mode only, 0 K = 3.22 pm
Same at 300 K = 4.63 pm
300 K rms / spacing = 1.45 %
Cubic lattice: smallest e for a local mode = 0.3297
Cubic lattice: local mode = 25.27 meV
Cubic minus chain = -1.92 meV
Cubic supercell: defect weight at example e = 0.686
Cubic supercell: defect weight at e=0.2 = 0.0040
Defect springs 0.8 K: local mode = 24.83 meV
Defect springs 1.2 K: local mode = 29.50 meV
Second-neighbour springs 0.1 K: local mode = 27.80 meV
Morse range parameter = 15 nm^-1 (rough)
Morse well depth per spring = 0.694 eV
Fixed-neighbour harmonic energy = 23.35 meV
Anharmonic shift, 0 K = 0.170 meV
Anharmonic shift, first-order theory = 0.172 meV
Anharmonic shift, 300 K mean = 0.391 meV
```
